# Spin splitting and its saturation in a two-sublattice altermagnet

## 1. From the two-sublattice lattice to the spin splitting

A magnetic memory element is read electrically when the current through it depends on the direction of its magnetic order. One route to such a dependence is a band structure in which electrons of opposite spin have different energies at the same wavevector. A ferromagnet has this property, but its net moment produces a stray field that acts on neighbouring elements. In a collinear antiferromagnet the moments of two sublattices cancel. If a translation or an inversion also carries one sublattice into the other, the bands of the two spins coincide when spin-orbit coupling is absent.

In an altermagnet the moments cancel too, but the sublattices are related by neither of those operations, only by another one such as a rotation. In the case studied here it is a quarter turn: if an electron on one sublattice finds its easy hopping direction along \(x\), an electron on the other finds it along \(y\). Since exchange favours opposite spins on the two sublattices, the two spins acquire different dispersions. This raises a question of size: does a stronger exchange field keep increasing the spin splitting, or does something else limit it?

### The model

Take a square lattice with one magnetic site A at each lattice point and one magnetic site B at each cell centre, with one orbital per site. Lengths are measured in units of the lattice constant, so \(k_x\) and \(k_y\) are dimensionless. The hopping amplitudes are

- \(-t\) between an A site and each of its four nearest B sites, at displacements \((\pm\tfrac12,\pm\tfrac12)\);
- \(-t_a\) between A sites one lattice constant apart along \(x\), and \(-t_b\) along \(y\);
- \(-t_b\) between B sites along \(x\), and \(-t_a\) along \(y\).

The exchange of \(t_a\) and \(t_b\) between the sublattices expresses the quarter turn that relates them.

The magnetic order is collinear and spin-orbit coupling is neglected. The spin component along the order is then conserved, and is labelled \(s=+1\) (up) or \(s=-1\) (down). The order is described in static mean field by an on-site energy \(+sJ\) on A and \(-sJ\) on B, with \(J\ge 0\). An isolated site therefore has a spin splitting \(2J\), and a spin-up electron is favoured on B.

The origin of \(J\) shows what it means to vary it. For an on-site repulsion \(U n_\uparrow n_\downarrow\), the mean-field energy of an electron of spin \(s\) is \(U\langle n_{-s}\rangle\). With \(n=\langle n_\uparrow\rangle+\langle n_\downarrow\rangle\) and \(m=\langle n_\uparrow\rangle-\langle n_\downarrow\rangle\), this energy is

\[
U\langle n_{-s}\rangle=\frac{U}{2}(n-sm).
\tag{1}
\]

The first part is common to both spins and both sublattices, and can be absorbed in the zero of energy. The second part equals \(sJ\) on A if \(J=-Um_A/2\), where \(m_A\) is negative in the convention chosen here. On B the moment is reversed and so is the sign. Because \(|m_A|\le 1\) for one orbital, \(J\) cannot exceed \(U/2\). In what follows \(J\) is treated as a parameter and all hopping amplitudes are held fixed while it changes. This is an assumption about the material, and it is relaxed in the second half.

### The Bloch Hamiltonian

Define Bloch states with phases taken at the true atomic positions. A hopping amplitude \(-\tau\) over a displacement \(\mathbf d\) then contributes \(-\tau e^{i\mathbf k\cdot\mathbf d}\). On sublattice A the displacements along \(x\) are \(\pm1\), giving \(-t_a(e^{ik_x}+e^{-ik_x})\), and those along \(y\) give the corresponding term with \(t_b\). On B the two amplitudes change places. Hence

\[
h_A=-2t_a\cos k_x-2t_b\cos k_y,\qquad
h_B=-2t_b\cos k_x-2t_a\cos k_y .
\tag{2}
\]

The four displacements between A and B give a product of two sums:

\[
t_x=-t\left(e^{ik_x/2}+e^{-ik_x/2}\right)\left(e^{ik_y/2}+e^{-ik_y/2}\right)
=-4t\cos\frac{k_x}{2}\cos\frac{k_y}{2}.
\tag{3}
\]

This is real, so it multiplies the Pauli matrix \(\tau_x\) acting on the sublattice index. It changes sign when \(k_x\) advances by \(2\pi\), a consequence of the choice of phases. The energies found below contain only \(t_x^2\), and are periodic.

Split the diagonal elements into their mean and half their difference. From (2),

\[
\varepsilon_0=\frac{h_A+h_B}{2}=-(t_a+t_b)(\cos k_x+\cos k_y),
\tag{4}
\]

\[
t_z=\frac{h_A-h_B}{2}
=\frac{-2(t_a-t_b)\cos k_x+2(t_a-t_b)\cos k_y}{2}
=-(t_a-t_b)(\cos k_x-\cos k_y).
\tag{5}
\]

The quantity \(t_z\) is the sublattice-odd hopping: it enters with opposite signs on A and B. So does the exchange energy \(sJ\), with the difference that exchange also changes sign with spin. The Hamiltonian for spin \(s\) is

\[
H_s=\varepsilon_0+t_x\tau_x+m_s\tau_z,\qquad m_s=t_z+sJ .
\tag{6}
\]

The central feature of the problem is already visible. For one spin the two sublattice-odd energies add, and for the other they subtract.

### Diagonalization

Let \(M_s=t_x\tau_x+m_s\tau_z\). In its square the cross terms cancel because \(\tau_x\tau_z=-\tau_z\tau_x\), while \(\tau_x^2=\tau_z^2=1\):

\[
M_s^2=t_x^2+m_s^2+t_xm_s(\tau_x\tau_z+\tau_z\tau_x)=t_x^2+m_s^2 .
\tag{7}
\]

Each eigenvalue of \(M_s\) therefore has magnitude \(\sqrt{t_x^2+m_s^2}\). The trace of \(M_s\) is zero, so the two eigenvalues have opposite signs. With the band label \(n=-1\) for the lower band and \(n=+1\) for the upper,

\[
E_{ns}=\varepsilon_0+nS_s,\qquad
S_\pm=\sqrt{t_x^2+(J\pm t_z)^2}.
\tag{8}
\]

Here \(S_+\) belongs to spin up and \(S_-\) to spin down; for the latter, \((t_z-J)^2=(J-t_z)^2\) has been used.

The eigenstates tell where the electron resides. For \(S_s>0\) write \(t_x=S_s\sin\theta\) and \(m_s=S_s\cos\theta\). The column vector \((-\sin\frac\theta2,\cos\frac\theta2)\), with the A amplitude first, belongs to the lower band. Acting on it with \(M_s\) gives

\[
S_s\begin{pmatrix}
-\cos\theta\sin\frac\theta2+\sin\theta\cos\frac\theta2\\[2pt]
-\sin\theta\sin\frac\theta2-\cos\theta\cos\frac\theta2
\end{pmatrix}
=S_s\begin{pmatrix}\sin\frac\theta2\\[2pt]-\cos\frac\theta2\end{pmatrix},
\tag{9}
\]

which is \(-S_s\) times the original vector. The sublattice polarization of this state, the probability on A minus that on B, is

\[
P_s=\langle\tau_z\rangle=\sin^2\frac\theta2-\cos^2\frac\theta2
=-\cos\theta=-\frac{t_z+sJ}{S_s}.
\tag{10}
\]

The upper state is orthogonal to the lower one and has polarization \(-P_s\).

### The splitting

Define the spin splitting \(\Delta\) as the magnitude of the energy difference between spin up and spin down in the same band at the same wavevector. By (8),

\[
E_{n+}-E_{n-}=n(S_+-S_-),\qquad \Delta=|S_+-S_-| .
\tag{11}
\]

The magnitude is the same in both bands and the sign is opposite. This difference is distinct from the separation of the two bands of one spin, which is \(2S_s\) and grows as \(2J\) for large exchange.

To remove the difference of square roots, first compute

\[
S_+^2-S_-^2=(J+t_z)^2-(J-t_z)^2=4Jt_z .
\tag{12}
\]

The left side is \((S_+-S_-)(S_++S_-)\). Dividing by the sum, which vanishes only if \(J\), \(t_z\) and \(t_x\) are all zero, gives

\[
\boxed{\;\Delta=\frac{4J|t_z|}{S_++S_-}\;}
\tag{13}
\]

Both ingredients are necessary. Without exchange there is no magnetic order and no splitting. With \(t_a=t_b\), equation (5) gives \(t_z=0\), and exchange then separates the two bands at every wavevector while leaving each band spin-degenerate. The hopping \(t_x\) appears only in the denominator, so at fixed \(J\) and \(t_z\) it reduces the splitting.

The angular form of the splitting follows from a quarter turn, \((k_x,k_y)\to(-k_y,k_x)\). It leaves \(\varepsilon_0\) and \(t_x\) unchanged and reverses \(t_z\). By (8) it therefore exchanges \(S_+\) and \(S_-\):

\[
E_{n+}(-k_y,k_x)=E_{n-}(k_x,k_y).
\tag{14}
\]

The signed splitting reverses under the quarter turn, which is the d-wave pattern. For \(t_a\ne t_b\) and \(J>0\), it vanishes where \(\cos k_x=\cos k_y\), on the diagonals \(|k_x|=|k_y|\) of the Brillouin zone. Equation (14) also shows that the two spins have the same density of states. At a common chemical potential they are equally occupied, and the net spin moment is zero although individual states are split.

### An upper bound

The form \(\Delta=|S_+-S_-|\) permits a bound without any expansion. Regard \(S_+\) and \(S_-\) as the lengths of the plane vectors \(\mathbf u=(t_x,J+t_z)\) and \(\mathbf v=(t_x,J-t_z)\). The lengths of two vectors differ by no more than the length of their difference, so

\[
\Delta=\bigl||\mathbf u|-|\mathbf v|\bigr|\le|\mathbf u-\mathbf v|=2|t_z| .
\tag{15}
\]

The length of \(\mathbf v\) is unchanged if its second component is reversed. Using \(\mathbf v'=(t_x,t_z-J)\) instead gives \(|\mathbf u-\mathbf v'|=2J\). Both bounds hold, and therefore

\[
\Delta\le 2\min(J,|t_z|).
\tag{16}
\]

The splitting is limited by the smaller of the two sublattice-odd energies. Exchange can be the limiting factor when it is weak. Once \(J\) exceeds \(|t_z|\), the tighter bound contains hopping alone.

When \(t_x=0\), the lengths are \(|J+t_z|\) and \(|J-t_z|\). The larger is \(J+|t_z|\) and the smaller is \(\bigl|J-|t_z|\bigr|\), so their difference is \(2\min(J,|t_z|)\) and (16) becomes an equality. When \(t_x\), \(J\) and \(t_z\) are all nonzero, the inequality is strict: equality would need \(\mathbf u\) to be parallel to \(\mathbf v\) or \(\mathbf v'\), but vectors sharing the same nonzero first component are parallel only if they are identical.

The bound establishes a ceiling. It remains to show that the splitting rises to that ceiling, and to find how much exchange this takes.

## 2. Approach to the limit and its size in a layered metal

The symbols needed from the first half are these. The exchange energy of spin \(s=\pm1\) is \(sJ\) on sublattice A and \(-sJ\) on B. The hopping between sublattices is \(t_x=-4t\cos(k_x/2)\cos(k_y/2)\), the sublattice-odd hopping is \(t_z=-(t_a-t_b)(\cos k_x-\cos k_y)\), and the band energies are \(\varepsilon_0\pm S_s\) with \(S_\pm=\sqrt{t_x^2+(J\pm t_z)^2}\). The splitting is \(\Delta=4J|t_z|/(S_++S_-)\), and it obeys \(\Delta\le2\min(J,|t_z|)\). The lower state of spin \(s\) has sublattice polarization \(P_s=-(t_z+sJ)/S_s\), positive when the electron is mostly on A. Write \(a=|t_z|\).

### Why the growth stops

Reversing the sign of \(t_z\) only exchanges \(S_+\) and \(S_-\), so the splitting can be written with the larger root first:

\[
\Delta=g(J+a)-g(J-a),\qquad g(x)=\sqrt{t_x^2+x^2}.
\tag{17}
\]

For \(t_x\ne0\), \(g'(x)=x/g(x)\) and \(g''(x)=t_x^2/g(x)^3>0\). The slope \(g'\) thus increases with \(x\), and

\[
\frac{d\Delta}{dJ}=\frac{J+a}{g(J+a)}-\frac{J-a}{g(J-a)}>0
\qquad(a>0).
\tag{18}
\]

The splitting rises steadily with exchange. For \(t_x=0\) it equals \(2\min(J,a)\): it rises with slope 2 up to \(J=a\) and is constant beyond.

The terms in (18) have a direct meaning. For a normalized eigenstate, the derivative of its energy with respect to a parameter is the expectation value of the derivative of the Hamiltonian, because the changes of the state contribute \(E\,d\langle\psi|\psi\rangle/dJ=0\). Here \(dH_s/dJ=s\tau_z\), so in the lower band

\[
\frac{d}{dJ}(E_{-+}-E_{--})=P_++P_- .
\tag{19}
\]

If both spins occupy the same sublattice, exchange moves their energies in opposite directions and the splitting changes quickly. If they occupy opposite sublattices, exchange lowers both energies at the same rate and their difference stays fixed. For \(J\gg a,|t_x|\), the polarizations tend to \(P_+=-1\) and \(P_-=+1\), and the growth stops.

### Weak and strong exchange

For weak exchange, both roots tend to \(\sqrt{t_x^2+t_z^2}\). Their sum has no term linear in \(J\), because the linear terms are opposite. Hence

\[
\Delta\simeq\frac{2J|t_z|}{\sqrt{t_x^2+t_z^2}},\qquad
J\ll\sqrt{t_x^2+t_z^2}.
\tag{20}
\]

In this regime the splitting is controlled by exchange.

For strong exchange, with \(J-a\gg|t_x|\), expand \(g(x)=x+t_x^2/(2x)+\dots\) in (17):

\[
\Delta\simeq2a+\frac{t_x^2}{2}\left(\frac1{J+a}-\frac1{J-a}\right)
=2a-\frac{t_x^2a}{J^2-a^2}.
\tag{21}
\]

Replacing \(J^2-a^2\) by \(J^2\) changes the result only at order \(J^{-4}\), so

\[
\boxed{\;\Delta\simeq2|t_z|\left(1-\frac{t_x^2}{2J^2}\right)\longrightarrow
2|t_a-t_b|\,|\cos k_x-\cos k_y|\;}
\tag{22}
\]

The limiting value contains no exchange energy. It contains no inter-sublattice hopping either; \(t_x\) sets only the rate of approach.

Perturbation theory gives the same result with a clearer picture. At large \(J\) the lower spin-up state sits on B, at energy \(\varepsilon_0-t_z-J\). The hopping \(t_x\) connects it to the A level, which lies higher by \(2(J+t_z)\), and the second-order shift is minus the squared coupling over this separation. For spin down the sublattices are exchanged and \(t_z\) is reversed:

\[
E_{-\pm}\simeq\varepsilon_0-J\mp t_z-\frac{t_x^2}{2(J\pm t_z)} .
\tag{23}
\]

The large energy \(-J\) is common to both spins and cancels from the splitting. What remains is the difference between the bare dispersions of the two sublattices.

### How much exchange is enough

Let \(J_f\) be the exchange at which \(\Delta\) reaches a fraction \(f<1\) of its limit, so that \(\Delta=2fa\) with \(a>0\). Equation (13) then gives \(S_++S_-=4Ja/(2fa)=2J/f\). Half the sum of these two quantities is the larger root:

\[
g(J+a)=\frac Jf+fa .
\tag{24}
\]

Squaring both sides and cancelling \(2Ja\) leaves

\[
t_x^2+J^2+a^2=\frac{J^2}{f^2}+f^2a^2 .
\tag{25}
\]

Collecting the terms in \(J^2\) gives \(J^2(1-f^2)/f^2=t_x^2+a^2(1-f^2)\), and therefore

\[
J_f=f\sqrt{t_z^2+\frac{t_x^2}{1-f^2}} .
\tag{26}
\]

For \(t_x\ne0\), \(J_f\) diverges as \(f\to1\): the limit is approached but not reached at finite exchange. For \(t_x=0\), (26) gives \(J_f=fa\), and saturation is complete at \(J=a\). Close to the zone centre \(t_z\) is small while \(|t_x|\) is near \(4|t|\), so a large relative saturation there needs \(J\) well above \(|t|\). The splitting at stake in that region is itself small.

The largest splitting in the zone follows from the bound. Since \(|\cos k_x-\cos k_y|\le2\), we have \(|t_z|\le2|t_a-t_b|\). Equality holds at X \(=(\pi,0)\), where \(t_x=0\) and the bound (16) is attained. Thus

\[
\Delta_{\max}=2\min\bigl(J,\,2|t_a-t_b|\bigr),
\tag{27}
\]

which saturates at \(4|t_a-t_b|\) once \(J\ge2|t_a-t_b|\).

### A worked case

Take \(t=0.20\), \(t_a=0.30\), \(t_b=0\) and \(J=1.0\) eV. At K \(=(3\pi/4,0)\), equations (3) and (5) give \(t_x=-0.3061\) eV and \(t_z=0.5121\) eV. Then

\[
S_+=\sqrt{0.3061^2+1.5121^2}=1.5428\ \text{eV},\qquad
S_-=\sqrt{0.3061^2+0.4879^2}=0.5760\ \text{eV},
\tag{28}
\]

and \(\Delta=1.5428-0.5760=0.967\) eV. The limit is \(2|t_z|=1.024\) eV, so 94% of it has been reached. The strong-exchange formula (22) gives 0.976 eV, about 1% above the full result. Equation (26) puts 95% saturation at \(J=1.05\) eV.

With the hopping fixed, the splitting varies with exchange as follows.

| \(J\) (eV) | \(\Delta\) at K (eV) | \(\Delta\) at X (eV) |
|---|---|---|
| 0.1 | 0.171 | 0.200 |
| 0.6 | 0.835 | 1.200 |
| 1.0 | 0.967 | 1.200 |
| 4.0 | 1.021 | 1.200 |

The last row would require \(U\ge8\) eV, since \(J\le U/2\), and serves only to show the approach to the limit.

The polarizations at K show the mechanism. At \(J=0.1\) eV they are \(P_+=-0.89\) and \(P_-=-0.80\): both spins are mainly on B. At 1.0 eV they are \(-0.98\) and \(+0.85\), and by (19) the splitting then grows at a rate of only 0.13 eV per eV of exchange.

### Comparison with a real layered metal

The parameters are rough values for the regime of a layered vanadium oxyselenide such as KV\(_2\)Se\(_2\)O; they are not fitted to it. The model describes a single plane. In a stacked crystal the splitting survives if adjacent planes order in parallel; if they order antiparallel, a translation along the stacking axis carries one spin into the other and the bulk bands are spin-degenerate. In its V\(_2\)O planes, a vanadium site has a path to the next vanadium through oxygen along one axis and no such path along the other, with the axes exchanged on the second sublattice. This contributes to \(t_a\ne t_b\). Selenium atoms provide paths along the other axis, so setting \(t_b=0\) is an idealization, as is keeping one orbital from the vanadium 3d shell. The filling matters too: at \(J=1.0\) eV a gap of 0.80 eV separates the lower bands of the model from the upper ones, so it describes a metal only if the number of electrons per site \(n\) differs from one. The moment is then bounded by \(\min(n,2-n)\), so a given \(J\) needs a larger \(U\) than \(2J\). The staggered order is also assumed, not derived: with \(U\) chosen to give \(J=1.0\) eV, the ferromagnetic mean-field state lies lower by about 0.03 to 0.04 eV per site at \(n=1.2\) and \(1.5\), while the staggered state is the lower of the two at \(n=0.5\), \(0.8\) and \(1\). The 1.2 eV found at X is a property of this model. A further assumption is that \(t_a\) does not depend on \(J\), and its effect can be estimated.

Place an oxygen level at depth \(D=4.5\) eV below the vanadium level, with vanadium–oxygen hopping \(V\). Take a vanadium orbital that points along the bond. The oxygen \(p\) orbital along the bond has lobes of opposite sign, so its hopping amplitudes to the A sites on its two sides are \(+V\) and \(-V\). The Bloch coupling then has magnitude \(|V(e^{ik_x/2}-e^{-ik_x/2})|=2V|\sin(k_x/2)|\). For B, a second \(p\) orbital gives \(2V|\sin(k_y/2)|\) in the same way. (Vanadium orbitals such as \(d_{xy}\) and \(d_{xz}\) couple instead to a \(p\) orbital perpendicular to the bond. The signs again alternate, but the hopping is weaker, so the estimate below is only illustrative for them.) At X the coupling of A is therefore \(2V\), while B is uncoupled. If exchange is ignored, second-order theory raises A by \(4V^2\sin^2(k_x/2)/D=(2V^2/D)(1-\cos k_x)\). Comparison with \(-2t_a\cos k_x\) gives \(t_a=V^2/D\), hence \(V=1.16\) eV. With exchange, the two-level problem for A and oxygen gives the upward shift of spin \(s\) on A:

\[
w_s=\tfrac12\left[\sqrt{(D+sJ)^2+16V^2}-(D+sJ)\right].
\tag{29}
\]

For \(w_-<2J<2D\), as here, the lower vanadium band has splitting \(w_-\) and the upper has \(w_+\). At \(J=1.0\) eV they are 1.16 and 0.85 eV; at 2.0 eV they are 1.39 and 0.75 eV. For comparison, (29) without exchange gives 0.98 eV, not 1.2 eV: at this \(V\) the coupling \(2V\) is about half of \(D\), and second-order theory overestimates the shift. Measured from 0.98 eV, exchange increases the splitting of the lower band and reduces that of the upper. The two bands no longer split equally, and strict saturation is lost, because exchange moves the vanadium level relative to oxygen.

Other omissions can be sized at \(J=1.0\) eV:

- **Spin-orbit coupling.** Add \(\Lambda\tau_y\sigma_z\), where \(\sigma_z\) acts on spin and \(\Lambda\) is \(\sin(k_x/2)\sin(k_y/2)\) times an assumed 30 meV. For order along \(z\), \(t_x^2\) becomes \(t_x^2+\Lambda^2\), and on a \(60\times60\) grid of wavevectors the splitting changes by at most 0.15 meV. For order in the plane the spin is no longer conserved, and the separation of the two lowest levels takes the place of \(\Delta\); its largest change is 60 meV. At \((\pi,\pi)\), where \(t_x=t_z=0\), the exchange and spin-orbit terms commute and the energies, measured from \(\varepsilon_0\), are \(\pm J\pm\Lambda\), so a separation \(2\Lambda=60\) meV opens where there was none.
- **Correlations.** If they multiply all band energies, measured from the Fermi level, by a common factor, taken here as 0.5, the splitting at X falls to 0.60 eV.
- **Temperature.** At 300 K the derivative of the Fermi function has a full width at half maximum of 91 meV. This is small beside the splitting at X, but not beside the splitting near the diagonals.

Heating also weakens the order. If this is represented by a uniform 20% reduction of \(J\) at fixed hopping, the splitting at K falls by 4.1% from \(J=1.0\) eV, but by 18.8% from \(J=0.3\) eV. At X the losses are zero and 20%. At fixed hopping, then, a splitting limited by hopping tolerates a moderate uniform reduction of \(J\), provided the reduced \(J\) stays in the saturated range. This is not a description of room temperature. In self-consistent static mean field, with \(U\) chosen to give \(J=1.0\) eV at low temperature and \(n\) between 0.5 and 1.5, the moment is almost unchanged at 300 K, and \(J\) falls by 20% only above 3000 K, where the Fermi width is about 1 eV or more. Order can instead be lost by tilting of the moments, which lowers the overlap of the spin states on neighbouring sites and with it the effective hopping. With independent random tilts that reduce the mean ordered component by 20% at \(J=1.0\) eV, the splitting at X on a \(12\times12\) lattice falls by about 6% measured between spectral peaks and 11% between centroids, not by zero. The spin polarization of a current, which depends also on the Fermi surface and on scattering, is outside these estimates. The numerical output below gives further values.

## Computed values

```
t = 0.20 eV, ta = 0.30 eV, tb = 0.00 eV, J = 1.00 eV
K = (3pi/4, 0): e0 = -0.0879 eV
K: tx = -0.3061 eV, tz = 0.5121 eV
K: Splus = 1.5428 eV
K: Sminus = 0.5760 eV
K: limiting splitting 2|tz| = 1.0243 eV
X = (pi, 0): |tz| = 0.6000 eV
X: limiting splitting = 1.2000 eV
J (eV) | D at K (eV) | D/limit at K | D at X (eV)
0.1 | 0.1710 | 0.1670 | 0.2000
0.3 | 0.4955 | 0.4837 | 0.6000
0.6 | 0.8350 | 0.8152 | 1.2000
1.0 | 0.9668 | 0.9439 | 1.2000
2.0 | 1.0117 | 0.9877 | 1.2000
4.0 | 1.0212 | 0.9970 | 1.2000
J (eV) | lower-band <tau_z> at K: spin up | spin down
0.1 | -0.8944 | -0.8028
0.6 | -0.9641 | 0.2759
1.0 | -0.9801 | 0.8470
4.0 | -0.9977 | 0.9962
K: small-J slope D/J = 1.7167 (no unit)
K: large-J formula at J = 1 eV: 0.9763 eV
K: J for 95% of limit = 1.0508 eV
Neglected effects, at J = 1 eV unless stated
oxygen level depth = 4.5 eV, V-O hopping = 1.162 eV
with oxygen, X, J = 1.0 eV: lower 1.159 eV, upper 0.850 eV
with oxygen, X, J = 2.0 eV: lower 1.389 eV, upper 0.745 eV
spin-orbit peak = 30 meV
largest change of D, Neel out of plane: 0.15 meV
largest change of D, Neel in plane: 60.0 meV
band narrowing Z = 0.5: D at X = 0.600 eV
T = 300 K: kT = 25.85 meV, Fermi width = 91.1 meV
J = 0.3 eV cut by 20%: D falls 18.8% at K, 20.0% at X
J = 1.0 eV cut by 20%: D falls 4.1% at K, 0.0% at X
```
